# Free-hole density in a doped disordered host: square root to complete ionization, part 2

How many free holes do $N$ acceptors per unit volume give a molecular solid in thermal equilibrium? The host has $N_0$ sites per unit volume, with Gaussian ionization levels $E$ of width $s$ centred at zero. Moving an electron from a site to an acceptor of level $D$ costs $D-E$. A host cation and an acceptor anion have two spin states each, the neutral species one. Coulomb binding is left out. Temperature is an energy $t$ (Boltzmann's constant is one); numbers are in eV and Å$^{-3}$.

The free-hole density is $p$, and $a=p/N$ is the ionized fraction. The first half used a Fermi level $\mu$. For dilute holes, which gather around the level $s^2/t$, and without donors, it found

$$\frac{p^2}{N-p}=K,\qquad K=4N_0e^{-D/t+s^2/2t^2}, \tag{13}$$

with $p\to\sqrt{KN}$ for $N\gg K$ and $p\to N$ for $N\ll K$. The positive root, called the closed root, is

$$p=\frac K2\left(\sqrt{1+\frac{4N}{K}}-1\right)=\frac{2N}{1+\sqrt{1+4N/K}} . \tag{5}$$

At fixed $N$, $d\ln p/d\ln K=(1-a)/(2-a)$. With $p_{\rm d}$ the dilute hole density at a given Fermi level, the error bound is

$$0\le\frac{p_{\rm d}-p}{p_{\rm d}}\le\frac{p_{\rm d}}{N_0}\,e^{s^2/t^2}. \tag{3}$$

The numerical output also tests the reserve Fermi level and the activation energy:

$$\mu=\frac D2+\frac{s^2}{4t}+\frac t2\ln\frac{N_0}{N}, \tag{10}$$

$$-\frac{d\ln p}{d(1/t)}=\frac{1-a}{2-a}\left(D-\frac{s^2}{t}\right). \tag{12}$$

The worked case has $N_0=10^{-3}$ Å$^{-3}$, $D=0.40$ eV, $s=0.05$ eV and $t=0.025$ eV.

The second derivation counts pairs in a closed, neutral sample of volume $V$, with $A=NV$ acceptors and $H=N_0V$ host sites of levels $E_i$. The total weight of $n$ ion–hole pairs is

$$W_n=\binom An\,2^n e^{-nD/t}\,Q_n, \tag{14}$$

where $Q_n$ is the sum, over all sets of $n$ different sites, of the product of the site weights $x_i=2e^{E_i/t}$.

### What dilution does to the host sum

Let $R=\sum_i x_i$. Every set of $n+1$ sites can be made from a set of $n$ by adding one site, and this can be done in $n+1$ ways, according to which site is regarded as the added one. Therefore

$$(n+1)\,Q_{n+1}=Q_n\,(R-X_n), \tag{15}$$

where $X_n$ is the mean of $\sum x_i$ over the occupied sites in states with $n$ holes. The subtraction expresses that an added hole cannot use a site already taken.

If $X_n\ll R$ for all $n$ that matter, (15) becomes $Q_{n+1}=Q_nR/(n+1)$. Starting from $Q_0=1$, repeated use gives

$$Q_n=\frac{R^n}{n!}. \tag{16}$$

In a large sample the small relative errors of the $n$ steps can build up to a large factor in $Q_n$ itself. This does no harm, because averages over $n$ depend only on the ratios of neighbouring weights near the typical $n$, and each such ratio has only the small error $X_n/R$.

The size of the neglected term can be estimated with the same approximation. An independent hole sits on site $i$ with probability $x_i/R$, so $X_n\approx n\sum x_i^2/R$ to leading order. For a large enough sample the sums can be replaced by their Gaussian averages; for $\sum x_i^2$ this needs $H\gg e^{4s^2/t^2}$, about $10^7$ sites when $s/t=2$. With $\langle e^{E/t}\rangle=e^{s^2/2t^2}$ and $\langle e^{2E/t}\rangle=e^{2s^2/t^2}$,

$$R=2He^{s^2/2t^2},\qquad \sum_i x_i^2=4He^{2s^2/t^2},$$

and hence

$$\frac{X_n}{R}\approx\frac{n\,4He^{2s^2/t^2}}{4H^2e^{s^2/t^2}}=\frac{n}{H}\,e^{s^2/t^2}=\frac{p}{N_0}\,e^{s^2/t^2}. \tag{17}$$

This is the same measure of diluteness that bounded the error in the first half. There it came from expanding an occupation probability; here, while it is small, it estimates the share of the host weight already blocked by holes. A small value is sufficient for the dilute form, but not necessary. When the value is large the estimate itself fails, because it is dominated by levels near $2s^2/t$, where the dilute form would put more than one hole on a site.

### The law from a relation between neighbouring weights

Insert (16) into (14) and collect the factors that appear once for each pair:

$$W_n=\binom An\frac{\kappa^n}{n!},\qquad \kappa=2e^{-D/t}R=4He^{-D/t+s^2/2t^2}=KV. \tag{18}$$

When $n$ is raised by one from $n-1$, the binomial coefficient grows by the factor $(A-n+1)/n$, and $\kappa^n/n!$ by $\kappa/n$. Thus

$$n^2\,W_n=\kappa\,(A-n+1)\,W_{n-1}.$$

Sum this over $n$ from 1 to $A$ and write $m=n-1$ on the right:

$$\sum_{n=1}^{A}n^2W_n=\kappa\sum_{m=0}^{A-1}(A-m)W_m .$$

The term $n=0$ can be added on the left and the term $m=A$ on the right, since both vanish. Division by $\sum W_n$ gives

$$\langle n^2\rangle=\kappa\,(A-\langle n\rangle). \tag{19}$$

No large-number approximation has been used since (18). Let $v=\langle n^2\rangle-\langle n\rangle^2$ be the variance. With $p=\langle n\rangle/V$, division of (19) by $V^2$ yields

$$p^2+\frac{v}{V^2}=K(N-p). \tag{20}$$

If $v$ grows no faster than $V$, the second term vanishes in a large sample, and (13) follows with its square root and its crossover. The $n^2$ has a plain origin: a pair can disappear when any of $n$ holes meets any of $n$ ions, while a new pair can start from any of the $A-n$ neutral acceptors.

### The size of the fluctuations

For large $n$ and $A-n$, the ratio of neighbouring weights gives

$$\frac{d\ln W}{dn}\approx\ln\kappa+\ln(A-n)-2\ln n .$$

This vanishes at the maximum, where $n^2=\kappa(A-n)$. A further derivative gives the curvature $-(2/n+1/(A-n))$. Near the maximum $W$ is a Gaussian whose variance is the inverse of the curvature with its sign reversed:

$$v\approx\left(\frac2n+\frac1{A-n}\right)^{-1}=\frac{n(A-n)}{2A-n}=n\,\frac{1-a}{2-a}. \tag{21}$$

So $v$ is proportional to the sample size, as required. In this large-number estimate it is at most $n/2$, less than the value $n$ for independent events, because holes and ions are created together and the supply of acceptors is limited.

The variance shifts the mean slightly. Let $n_0$ solve $n_0^2=\kappa(A-n_0)$, and put $\langle n\rangle=n_0+\eta$ in (19). To first order in $\eta$,

$$2n_0\eta+v=-\kappa\eta\quad\Longrightarrow\quad\eta=-\frac{v}{2n_0+\kappa}.$$

Since $\kappa=n_0a/(1-a)$, the denominator is $n_0(2-a)/(1-a)$, and (21) gives

$$\eta=-\left(\frac{1-a}{2-a}\right)^2 . \tag{22}$$

When pairs and neutral acceptors are both numerous, the fluctuations thus make the closed formula too high by at most about a quarter of one hole in the whole sample.

This can be examined on a sample with sharp host levels, $s=0$, for which the sum over $n$ can be carried out with site exclusion included. Take $H=10^{10}$, $D=0.40$ eV and $t=0.025$ eV. Then $\kappa=4\times10^{10}e^{-16}=4501$. For 4501 acceptors $a=0.618$, and (22) gives a shift of $-(0.382/1.382)^2=-0.08$. The direct sum gives a mean of 2781.76 holes and the closed root 2781.84.

For 450141 acceptors the values are 42819.30 and 42819.61, a difference of 0.31. Here $a=0.095$, and (22) accounts for 0.23. The rest comes from site exclusion: with sharp levels the weight open to a further hole is reduced by the fraction $n/H=4.3\times10^{-6}$, which acts as a reduction of $K$. Multiplied by $(1-a)/(2-a)=0.475$ and by $n$, it lowers the mean by 0.09 hole. The test applied to these sums asked for agreement within one hole; the finer comparison is the estimate just given.

### What each derivation assumes

Both derivations assume thermal equilibrium and energies that add. The energy of a hole does not depend on where the ions are, and an acceptor has the same level whatever the state of its neighbours. Both take the acceptor level as sharp and neglect minority electrons. Both use dilute holes, for which a small value of (17) is sufficient. These shared assumptions carry the physics of the square root.

They differ in four respects.

**Particle number.** The first derivation lets each site exchange electrons with a reservoir and imposes neutrality on the averages. The second fixes the number of electrons, so every configuration is neutral. The two agree when fluctuations are small compared with the mean, and (20) shows the term that separates them. The second therefore also covers finite samples, while the first speaks of a macroscopic density.

**Fermi level.** The first needs $\mu$ as an intermediate quantity and delivers it as a result. The second never introduces it, which shows that the square root can be obtained without computing the Fermi level. Its assumption of dilute holes is still, in the language of the first, the condition that $\mu$ lies well above $s^2/t$.

**Disorder.** The first averages over a smooth distribution of levels from the start. The second begins with the actual levels of one sample and needs the average only to evaluate $R$. For independent levels, the relative variance of $R$ from sample to sample is that of $e^{E/t}$ divided by $H$:

$$\frac{\langle e^{2E/t}\rangle-\langle e^{E/t}\rangle^2}{H\langle e^{E/t}\rangle^2}=\frac{e^{s^2/t^2}-1}{H}.$$

As long as its holes are dilute, a small sample obeys (20) with its own $\kappa$, which may differ from the average one. With strong disorder a few sites can dominate $R$; a single hole may then block much of it, and (16) fails.

**Dense holes.** The first starts from the full occupation $f(E)$, which can be kept in place of its dilute form, so it is easily extended to holes that fill the tail. In the second, the correction $X_n$ has to be followed through the recursion (15). The first is therefore the better tool when the tail fills, which is the second of the two failures treated next.

### Failure by compensation

Let there be $M<N$ donors per unit volume, all ionized. Their electrons fill acceptors without making holes, so neutrality becomes $N^-=p+M$, where $N^-$ is the density of ionized acceptors. The Fermi-level derivation gave $pN^-/(N-N^-)=K$ before neutrality was used, and this relation still holds:

$$\frac{p(p+M)}{N-M-p}=K\quad\Longrightarrow\quad p\,(p+M+K)=K(N-M). \tag{23}$$

If $p$ and $K$ are both much smaller than $M$, the bracket on the left is nearly $M$, and

$$p\approx\frac{K(N-M)}{M}. \tag{24}$$

The density of ions is now set by the donors. A hole finds a fixed number of partners, and the law is linear in $N-M$. If instead the ratio $r=M/N$ is held fixed, (24) becomes $K(1-r)/r$, and $p$ does not depend on $N$ at all. The square root in the reserve regime needs $M\ll\sqrt{KN}$, which is a much stricter demand than $M\ll N$.

For the earlier parameters, $D=0.40$ eV, $s=0.05$ eV, $t=0.025$ eV and $N_0=10^{-3}$ Å$^{-3}$, we had $K=3.33\times10^{-9}$ Å$^{-3}$. With $N=10^{-5}$ and $M=10^{-6}$ Å$^{-3}$, (24) gives $9K=2.99\times10^{-8}$ Å$^{-3}$. The full solution is $2.90\times10^{-8}$ Å$^{-3}$. The linear law is about 3 % too high relative to it, mainly because $p/M$ is about 0.03. Without donors the density was $1.80\times10^{-7}$ Å$^{-3}$: donors amounting to a tenth of the acceptors have removed more than four fifths of the holes.

### Failure by filling of the tail

The dilute form puts the holes around the level $s^2/t$. When the Fermi level comes down towards this level, a noticeable share of the holes would fall on sites that are already occupied, and later holes must use worse ones. A small value of (17) excludes this; a large value alone does not prove it. To find the exponent, keep the full occupation $f(E)=[1+\tfrac12e^{u-E/t}]^{-1}$ with $u=\mu/t$. Its derivative is $df/du=-f(1-f)$, so at fixed temperature

$$d\ln p=-c\,du,\qquad c=\frac{\int G f(1-f)\,dE}{\int G f\,dE}, \tag{25}$$

where $G(E)$ is the Gaussian distribution of levels. The number $c$ is the mean probability that a site is free, weighted with the holes. It is close to one for dilute holes and falls as the tail fills.

For the acceptors, $N^-=N/[1+\tfrac12e^{D/t-u}]$. The same differentiation, with the opposite sign of $u$, gives $d\ln N^-=d\ln N+(1-a)\,du$. Without donors $N^-=p$. Replacing $du$ by $-d\ln p/c$,

$$d\ln p=d\ln N-\frac{1-a}{c}\,d\ln p
\quad\Longrightarrow\quad\frac{d\ln p}{d\ln N}=\frac{c}{c+1-a}. \tag{26}$$

For $c=1$ this is the earlier exponent $1/(2-a)$, which never falls below $1/2$. Deep in reserve, where $a\to0$, it is $c/(c+1)$, which is below $1/2$ whenever $c<1$. Within this model, and without donors, an exponent below one half is thus a sign of tail filling.

An example with stronger disorder has $s=0.10$ eV and $D=0.60$ eV, with the same $t$ and $N_0$. At $N=10^{-5}$ Å$^{-3}$ the full solution is $p=5.28\times10^{-8}$ Å$^{-3}$. Only about one site in twenty thousand carries a hole, yet $(p/N_0)e^{s^2/t^2}$ is about 470. That number does not measure the error; it says only that (17) no longer guarantees the dilute form. The closed root gives $6.69\times10^{-8}$ Å$^{-3}$, about 27 % above the full solution. With $c=0.861$ and $a=0.005$, (26) gives

$$\frac{0.861}{0.861+0.995}=0.464,$$

in agreement with the slope found by changing $N$ in the full solution. The numerical output lists these values with those for the whole crossover.

### What remains outside

Both roads leave out Coulomb binding between a hole and its parent ion, a spread of acceptor levels, and changes of the host levels caused by the dopants. Each breaks a shared assumption, so the agreement of the two derivations is no evidence that these effects are small. The closed law describes a host in which they can be neglected or absorbed in a constant $K$. A spread of acceptor levels cannot in general be so absorbed: for the worked case with a Gaussian spread of 0.05 eV in $D$, the ratio $p^2/(N-p)$ changes by a factor of about 16 between $N=10^{-10}$ and $10^{-5}$ Å$^{-3}$. If $K$ itself changes with $N$, then $p=\sqrt{KN}$ in reserve gives

$$\frac{d\ln p}{d\ln N}=\frac12+\frac12\,\frac{d\ln K}{d\ln N},$$

and the exponent one half is lost even though the mass-action relation still holds at each density.

## Computed results

```
Host site density N0 = 1.0e-03 1/A^3
Acceptor level D = 0.40 eV, width s = 0.05 eV, t = 0.025 eV
Disorder factor exp(s^2/2t^2) = 7.389
K = 3.3261e-09 1/A^3 = 3.326e+15 1/cm^3
Columns: N, p full, p closed (1/A^3); p/N; slope; Fermi level (eV)
1e-11 9.9701e-12 9.9701e-12 0.9970 0.9970 0.5279
1e-10 9.7162e-11 9.7162e-11 0.9716 0.9724 0.4710
1e-09 8.0511e-10 8.0511e-10 0.8051 0.8369 0.4181
1e-08 4.3388e-09 4.3392e-09 0.4339 0.6385 0.3760
1e-07 1.6644e-08 1.6650e-08 0.1664 0.5452 0.3424
1e-06 5.5957e-08 5.6033e-08 0.0560 0.5137 0.3120
1e-05 1.7998e-07 1.8072e-07 0.0180 0.5027 0.2827
Last row: closed root too high by 0.41 %
Last row: dilute-hole error bound 0.99 %
Last row: p full = 1.800e+17 1/cm^3
Same Fermi level: dilute p too high by 0.83 %, bound 0.99 %
N = 1e-11: neutral fraction 0.00299, N/K = 0.00301
N = 1e-6: sqrt(KN) = 5.7672e-08 1/A^3
N = 1e-6: sqrt(KN)-p = 1.716e-09, K/2 = 1.663e-09 1/A^3
N = 1e-5: sqrt(KN) = 1.8238e-07 1/A^3
N = 1e-5: reserve formula for Fermi level 0.2826 eV
N/K = 0.1235: N = 4.106e-10 1/A^3, p/N = 0.9000
N/K = 1.0000: N = 3.326e-09 1/A^3, p/N = 0.6180
N/K = 2.0000: N = 6.652e-09 1/A^3, p/N = 0.5000
N/K = 90.0000: N = 2.994e-07 1/A^3, p/N = 0.0999
Ratio of N between 10 % and 90 % ionization: 729
N = 1e-11: activation energy 0.0009 eV, formula 0.0009 eV
N = 1e-09: activation energy 0.0489 eV, formula 0.0489 eV
N = 1e-05: activation energy 0.1488 eV, formula 0.1486 eV
Canonical sum: 1e+10 sites, K = 4501.4 per sample
450 acceptors: mean holes 412.24, closed root 412.25
4501 acceptors: mean holes 2781.76, closed root 2781.84
450141 acceptors: mean holes 42819.30, closed root 42819.61
Compensated, N = 1e-05, M = 1e-06 1/A^3: p = 2.8955e-08 1/A^3
Compensated: quadratic 2.8998e-08, linear law 2.9935e-08 1/A^3
Compensated: slope against N-M = 0.9713
Strong disorder: D = 0.60 eV, s = 0.10 eV, N = 1e-05 1/A^3
Strong disorder: p full 5.2833e-08, closed root 6.6868e-08 1/A^3
Strong disorder: (p/N0)exp(s^2/t^2) = 469.5
Strong disorder: c = 0.8608, slope 0.4639, general formula 0.4639
```
